# Inversion Symmetry and Second-Harmonic Generation in ABA and ABC Trilayer Graphene: verification in Python

```python
"""Result under test: ideal ABC trilayer graphene has an inversion centre and
no electric-dipole second-harmonic generation (SHG); ABA has no such centre
and has one independent SHG tensor component.

Atoms: (p/3)(a1+a2) + z*d, p modulo 3, z = -1, 0, 1.
Energies in eV, lengths in nm, wave vectors in 1/nm.
The microscopic response M is the coefficient of (eA/hbar)^2 in the
current trace at twice the drive frequency, averaged over wave vectors.
The complex photon energy W contains the switch-on rate of the field.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.special import expit

LATTICE_CONSTANT = 0.246
SPACING = 0.335
LATTICE = LATTICE_CONSTANT * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])
RECIPROCAL = 2 * np.pi * np.linalg.inv(LATTICE).T
CELL_AREA = np.linalg.det(LATTICE)
# All lateral bond vectors, in thirds of the lattice vectors.
STEPS = np.array([[0, 0], [1, 1], [-2, 1], [1, -2],
                  [-1, -1], [2, -1], [-1, 2]])
STEP_VECTORS = STEPS @ LATTICE / 3
TEMPERATURE = 300.0
THERMAL = const.k * TEMPERATURE / const.e
WAVELENGTH = 1300.0
PHOTON = const.h * const.c / (WAVELENGTH * 1e-9) / const.e
BROADENING = 0.15
DRIVE = PHOTON + 1j * BROADENING
FULL = dict(plane=-3.0, vertical=0.4, skew_free=-0.3, skew_bonded=0.1,
            far_empty=-0.01, far_filled=0.02, dimer_energy=0.02)
ADJACENT_ONLY = dict(FULL, far_empty=0.0, far_filled=0.0, dimer_energy=0.0)


def atoms_of(stacking):
    return [(("ABC".index(letter) + j) % 3, z)
            for letter, z in zip(stacking, (-1, 0, 1)) for j in (0, 1)]


def invert(atoms, shift):
    return [((shift[0] - p) % 3, shift[1] - z) for p, z in atoms]


def best_inversion(atoms):
    """Try every inversion that sends the first atom onto some atom."""
    p0, z0 = atoms[0]
    trials = []
    for p, z in atoms:
        shift = ((p0 + p) % 3, z0 + z)
        hits = sum(image in atoms for image in invert(atoms, shift))
        trials.append((hits, shift))
    return max(trials, key=lambda trial: trial[0])


def point_operations(atoms):
    """All point operations, found by mapping the set of coordinates."""
    sites = [np.array([p, p, z]) for p, z in atoms]
    occupied = {tuple(int(x) for x in site) for site in sites}
    metric = LATTICE @ LATTICE.T
    operations = []
    for entries in product((-1, 0, 1), repeat=4):
        planar = np.array(entries).reshape(2, 2)
        if not np.allclose(planar.T @ metric @ planar, metric):
            continue
        for sign in (1, -1):
            turn = np.zeros((3, 3), dtype=int)
            turn[:2, :2] = planar
            turn[2, 2] = sign
            for target in sites:
                shift = target - turn @ sites[0]
                images = set()
                for site in sites:
                    x, y, z = turn @ site + shift
                    images.add((int(x % 3), int(y % 3), int(z)))
                if images == occupied:
                    cartesian = np.diag([1.0, 1.0, float(sign)])
                    cartesian[:2, :2] = (LATTICE.T @ planar
                                         @ np.linalg.inv(LATTICE.T))
                    operations.append(cartesian)
                    break
    return operations


def free_components(operations):
    """Dimension of the invariant tensors symmetric in the last two indices."""
    average = sum(np.kron(r, np.kron(r, r)) for r in operations)
    average = average / len(operations)
    swap = np.zeros((27, 27))
    for i, j, k in product(range(3), repeat=3):
        swap[9 * i + 3 * j + k, 9 * i + 3 * k + j] = 1
    return np.trace(average @ (np.eye(27) + swap) / 2)


def build_model(stacking, par, bias=0.0):
    """Hoppings assigned from the geometry, and mean bond heights."""
    atoms = atoms_of(stacking)
    hop = np.zeros((7, 6, 6), dtype=complex)
    height = np.zeros((6, 6))
    for i, (pi, zi) in enumerate(atoms):
        for j, (pj, zj) in enumerate(atoms):
            height[i, j] = SPACING * (zi + zj) / 2
            for s, step in enumerate(STEPS):
                if np.any((pj - pi - step) % 3):
                    continue
                gap = abs(zi - zj)
                value = 0.0
                if gap == 0 and s == 0:
                    bonded = (pi, zi + 1) in atoms or (pi, zi - 1) in atoms
                    value = par["dimer_energy"] * bonded + bias * zi / 2
                elif gap == 0:
                    value = par["plane"]
                elif gap == 1 and s == 0:
                    value = par["vertical"]
                elif gap == 1:
                    bonded = (pi, zj) in atoms or (pj, zi) in atoms
                    value = par["skew_bonded" if bonded else "skew_free"]
                elif s == 0:
                    filled = (pi, 0) in atoms
                    value = par["far_filled" if filled else "far_empty"]
                hop[s, i, j] = value
    return hop, height


def direction(degrees):
    angle = np.deg2rad(degrees)
    return np.array([np.cos(angle), np.sin(angle)])


def response_at(points, model, angle_in, angle_out, drive=DRIVE,
                light_k=0.0, mu=0.0):
    """Mean second-order current coefficient; light_k adds retardation."""
    hop, height = model
    field = (1j * (STEP_VECTORS @ direction(angle_in))[:, None, None]
             * np.exp(1j * light_k * height))
    output = (1j * (STEP_VECTORS @ direction(angle_out))[:, None, None]
              * np.exp(2j * light_k * height))
    tables = [hop * field, hop * field**2, hop * output,
              hop * output * field, hop * output * field**2]
    total = 0.0
    for start in range(0, len(points), 8000):
        block = points[start:start + 8000]
        phases = np.exp(1j * block @ STEP_VECTORS.T)

        def assemble(table):
            return (phases @ table.reshape(7, 36)).reshape(-1, 6, 6)

        energy, states = np.linalg.eigh(assemble(hop))
        adjoint = states.conj().transpose(0, 2, 1)
        v, w, c, d, t = [adjoint @ assemble(x) @ states for x in tables]
        filling = expit((mu - energy) / THERMAL)
        spacing = energy[:, :, None] - energy[:, None, :]
        contrast = filling[:, None, :] - filling[:, :, None]
        rho1 = v * contrast / (drive - spacing)
        source = v @ rho1 - rho1 @ v + w * contrast / 2
        rho2 = source / (2 * drive - spacing)
        total += np.sum(c * rho2.transpose(0, 2, 1))
        total += np.sum(d * rho1.transpose(0, 2, 1))
        total += np.einsum("kii,ki->", t, filling) / 2
    return total / len(points)


def mesh(number):
    grid = np.array(list(product(range(number), repeat=2)))
    return grid @ RECIPROCAL / number


def propagated_response(k, model, angle, drive, amplitude):
    """Second-order current from direct time propagation at one k."""
    hop = model[0]
    unit = direction(angle)
    along = STEP_VECTORS @ unit

    def hamiltonian(a):
        phase = np.exp(1j * (STEP_VECTORS @ k + a * along))
        return np.tensordot(phase, hop, 1)

    energy, states = np.linalg.eigh(hamiltonian(0))
    rho_start = (states * expit(-energy / THERMAL)) @ states.conj().T
    final = []
    for strength in (amplitude, -amplitude, 0.0):
        if strength == 0:
            rho = rho_start
        else:
            rho = rho_start.copy()
            steps, duration = 2000, 20.0
            dt = duration / steps

            def slope(h, r):
                return -1j * (h @ r - r @ h)

            for n in range(steps):
                time = -duration + n * dt
                h0, h1, h2 = [hamiltonian(strength * np.exp(-1j * drive * x))
                              for x in (time, time + dt / 2, time + dt)]
                s1 = slope(h0, rho)
                s2 = slope(h1, rho + dt * s1 / 2)
                s3 = slope(h1, rho + dt * s2 / 2)
                s4 = slope(h2, rho + dt * s3)
                rho = rho + dt * (s1 + 2 * s2 + 2 * s3 + s4) / 6
        phase = np.exp(1j * (STEP_VECTORS @ k + strength * along))
        current = np.tensordot(phase * 1j * along, hop, 1)
        final.append(np.trace(current @ rho))
    return (final[0] + final[1] - 2 * final[2]) / (2 * amplitude**2)


# Symmetry of the coordinates.
print(f"lattice constant = {LATTICE_CONSTANT:.3f} nm")
print(f"layer spacing = {SPACING:.3f} nm")
has_inversion = {}
component_count = {}
for stacking in ("ABA", "ABC"):
    atoms = atoms_of(stacking)
    hits, shift = best_inversion(atoms)
    operations = point_operations(atoms)
    has_inversion[stacking] = any(np.allclose(r, -np.eye(3))
                                  for r in operations)
    component_count[stacking] = free_components(operations)
    assert has_inversion[stacking] == (hits == 6)
    assert len(operations) == 12
    print(f"{stacking}: best inversion t: p = {shift[0]}, z = {shift[1]}")
    for atom, image in zip(atoms, invert(atoms, shift)):
        state = "occupied" if image in atoms else "EMPTY"
        print(f"  (p,z) {atom} -> {image} {state}")
    print(f"{stacking}: atoms landing on atoms = {hits} of {len(atoms)}")
    print(f"{stacking}: point operations = {len(operations)}")
    print(f"{stacking}: inversion present = {has_inversion[stacking]}")
    print(f"{stacking}: free SHG components = "
          f"{abs(component_count[stacking]):.0f}")
assert has_inversion["ABC"] and not has_inversion["ABA"]
assert abs(component_count["ABA"] - 1) < 1e-10
assert abs(component_count["ABC"]) < 1e-10

# Perturbation formula against time propagation at a generic wave vector.
aba = build_model("ABA", FULL)
abc = build_model("ABC", FULL)
generic_k = np.array([3.0, 1.7])
test_drive = PHOTON + 0.5j
direct = propagated_response(generic_k, aba, 30, test_drive, 0.02)
formula = response_at(generic_k[None, :], aba, 30, 30, test_drive)
propagation_error = abs(direct / formula - 1)
assert propagation_error < 0.01

# Symmetry-imposed zeros and angular pattern hold on a symmetric small mesh.
small = mesh(60)
aba_doped = response_at(small, aba, 30, 30, mu=0.1)
zero_ratio = 0.0
for angle_in, angle_out in ((30, 30), (47, 47), (47, 137)):
    value = response_at(small, abc, angle_in, angle_out, mu=0.1)
    zero_ratio = max(zero_ratio, abs(value / aba_doped))
assert zero_ratio < 1e-8
phi = 17.0
parallel = response_at(small, aba, 30 + phi, 30 + phi, mu=0.1) / aba_doped
crossed = response_at(small, aba, 30 + phi, 120 + phi, mu=0.1) / aba_doped
assert abs(parallel - np.cos(np.deg2rad(3 * phi))) < 1e-7
assert abs(crossed + np.sin(np.deg2rad(3 * phi))) < 1e-7
truncated = build_model("ABA", ADJACENT_ONLY)
truncated_ratio = abs(response_at(small, truncated, 30, 30, mu=0.1)
                      / aba_doped)
assert truncated_ratio < 1e-8

# Inversion makes the ABC signal odd in bias and in the light wave vector.
BIAS = 0.05
LIGHT_K = 2 * np.pi / WAVELENGTH
plus = response_at(small, build_model("ABC", FULL, BIAS), 30, 30)
minus = response_at(small, build_model("ABC", FULL, -BIAS), 30, 30)
assert abs(plus) > 1e-6 * abs(aba_doped)
assert abs(plus + minus) < 1e-7 * abs(plus)
single = response_at(small, abc, 30, 30, light_k=LIGHT_K)
double = response_at(small, abc, 30, 30, light_k=2 * LIGHT_K)
assert abs(single) > 1e-6 * abs(aba_doped)
assert abs(double / single - 2) < 0.01

# Worked example on meshes fine enough for the optical resonances.
working = mesh(240)
aba_value = response_at(working, aba, 30, 30)
aba_fine = response_at(mesh(300), aba, 30, 30)
mesh_change = abs(aba_value / aba_fine - 1)
assert mesh_change < 0.10
biased_value = response_at(working, build_model("ABC", FULL, BIAS), 30, 30)
retarded_value = response_at(working, abc, 30, 30, light_k=LIGHT_K)
sheet = (abs(1j * aba_fine / (CELL_AREA * DRIVE**3))
         * const.e / const.epsilon_0 * 1e9)
bulk = 1000 * sheet / (3 * SPACING)
bias_ratio = abs(biased_value / aba_value)
retarded_ratio = abs(retarded_value / aba_value)
field = 0.01
velocity = np.sqrt(3) / 2 * LATTICE_CONSTANT * abs(FULL["plane"])
drive_strength = field * velocity / PHOTON**2

print("model energies in eV: " + ", ".join(
    f"{value:g}" for value in FULL.values()))
print("  order: in-plane, vertical, skew free, skew bonded,")
print("  next-layer empty, next-layer filled, dimer site")
print(f"temperature = {TEMPERATURE:.0f} K")
print(f"wavelength = {WAVELENGTH:.0f} nm; photon = {PHOTON:.3f} eV")
print(f"switch-on broadening = {BROADENING:.2f} eV")
print(f"time-propagation relative difference = {propagation_error:.1e}")
print(f"ideal ABC/ABA amplitude, at most = {zero_ratio:.1e}")
print(f"ABA at phi = {phi:.0f} deg: parallel = {parallel.real:.4f}")
print(f"ABA at phi = {phi:.0f} deg: crossed = {crossed.real:.4f}")
print(f"adjacent-only ABA / full ABA = {truncated_ratio:.1e}")
print(f"ABA sheet |chi| = {sheet:.3g} nm^2/V")
print(f"ABA effective bulk |chi| = {bulk:.3g} pm/V")
print(f"relative change between meshes = {mesh_change:.1e}")
print(f"ABC outer-layer potential difference = {BIAS:.2f} eV")
print(f"corresponding mean field = {10 * BIAS / (2 * SPACING):.2f} MV/cm")
print(f"biased ABC / ABA amplitude = {bias_ratio:.2g}")
print(f"biased ABC / ABA intensity = {bias_ratio**2:.2g}")
print(f"retarded ABC / ABA amplitude = {retarded_ratio:.2g}")
print(f"retarded ABC / ABA intensity = {retarded_ratio**2:.2g}")
print(f"optical field amplitude = {10 * field:.2f} MV/cm")
print(f"drive parameter eE hbar v/(photon energy)^2 = {drive_strength:.2g}")
print("finished without a failed check")
```

Running it gives:

```
lattice constant = 0.246 nm
layer spacing = 0.335 nm
ABA: best inversion t: p = 1, z = 0
  (p,z) (0, -1) -> (1, 1) occupied
  (p,z) (1, -1) -> (0, 1) occupied
  (p,z) (1, 0) -> (0, 0) EMPTY
  (p,z) (2, 0) -> (2, 0) occupied
  (p,z) (0, 1) -> (1, -1) occupied
  (p,z) (1, 1) -> (0, -1) occupied
ABA: atoms landing on atoms = 5 of 6
ABA: point operations = 12
ABA: inversion present = False
ABA: free SHG components = 1
ABC: best inversion t: p = 0, z = 0
  (p,z) (0, -1) -> (0, 1) occupied
  (p,z) (1, -1) -> (2, 1) occupied
  (p,z) (1, 0) -> (2, 0) occupied
  (p,z) (2, 0) -> (1, 0) occupied
  (p,z) (2, 1) -> (1, -1) occupied
  (p,z) (0, 1) -> (0, -1) occupied
ABC: atoms landing on atoms = 6 of 6
ABC: point operations = 12
ABC: inversion present = True
ABC: free SHG components = 0
model energies in eV: -3, 0.4, -0.3, 0.1, -0.01, 0.02, 0.02
  order: in-plane, vertical, skew free, skew bonded,
  next-layer empty, next-layer filled, dimer site
temperature = 300 K
wavelength = 1300 nm; photon = 0.954 eV
switch-on broadening = 0.15 eV
time-propagation relative difference = 8.4e-07
ideal ABC/ABA amplitude, at most = 8.4e-13
ABA at phi = 17 deg: parallel = 0.6293
ABA at phi = 17 deg: crossed = -0.7771
adjacent-only ABA / full ABA = 3.1e-13
ABA sheet |chi| = 0.0081 nm^2/V
ABA effective bulk |chi| = 8.06 pm/V
relative change between meshes = 2.9e-04
ABC outer-layer potential difference = 0.05 eV
corresponding mean field = 0.75 MV/cm
biased ABC / ABA amplitude = 2.8
biased ABC / ABA intensity = 7.7
retarded ABC / ABA amplitude = 0.0097
retarded ABC / ABA intensity = 9.4e-05
optical field amplitude = 0.10 MV/cm
drive parameter eE hbar v/(photon energy)^2 = 0.007
finished without a failed check
```
